# Periodic Virial of a Machine-Learned Potential from Edge Vectors under Strain

A simulation of a phase-change alloy at controlled pressure needs the response of the energy to a change in cell size and shape. In a periodic cell this response must not depend on which image of an atom carries the stored coordinates. The problem is to obtain it for a potential whose atomic energies are many-body functions.

**Setting.** The cell has volume \(V\), lattice vectors \(\mathbf L_1,\mathbf L_2,\mathbf L_3\) and \(N\) atoms at \(\mathbf r_i\). An edge runs from atom \(i\) to one particular image of atom \(j\):
\[
\mathbf r_{ij}=\mathbf r_j-\mathbf r_i+\mathbf R_n,\qquad
\mathbf R_n=n_1\mathbf L_1+n_2\mathbf L_2+n_3\mathbf L_3 ,
\]
with integers \(n_1,n_2,n_3\). A sum over \(j\) includes every image within the cutoff \(r_c\), also images of atom \(i\) itself, but not the atom at zero distance. The label \(n\) is suppressed on \(\mathbf r_{ij}\). The energy is
\[
E=\sum_i U_i(\{\mathbf r_{ij}\}),\qquad \mathbf g_{ij}=\frac{\partial U_i}{\partial\mathbf r_{ij}} .
\]
Edges \(i\to j\) and \(j\to i\) are separate arguments, the first of \(U_i\) and the second of \(U_j\). Each \(U_i\) is invariant under rotation of all its edges, and an edge's influence vanishes smoothly at \(r_c\). The learned parameters are fixed and do not depend on the cell. Cartesian components are \(a,b\).

## (a) Derive the virial and the pressure

*Apply a small homogeneous strain \(\varepsilon_{ab}\) at fixed scaled coordinates and find \(W_{ab}=-\partial E/\partial\varepsilon_{ab}\).*

**Solution.** Fixed scaled coordinates means that atoms and lattice vectors undergo the same linear map:
\[
\mathbf r_i\to(1+\varepsilon)\mathbf r_i,\qquad \mathbf L_k\to(1+\varepsilon)\mathbf L_k .
\]
The integers \(n\) do not change, so each edge becomes
\[
(1+\varepsilon)\mathbf r_j-(1+\varepsilon)\mathbf r_i+(1+\varepsilon)\mathbf R_n=(1+\varepsilon)\mathbf r_{ij}.
\]
The origin has dropped out, and
\[
\delta(r_{ij})_a=\sum_b\varepsilon_{ab}(r_{ij})_b .
\]
The energy depends on the configuration through the edges alone, so the chain rule gives
\[
\delta E=\sum_i\sum_j\sum_a (g_{ij})_a\,\delta(r_{ij})_a
=\sum_{ab}\varepsilon_{ab}\sum_i\sum_j (g_{ij})_a(r_{ij})_b .
\]
The coefficient of \(\varepsilon_{ab}\) is \(\partial E/\partial\varepsilon_{ab}\). Therefore
\[
\boxed{W_{ab}=-\sum_i\sum_j (g_{ij})_a(r_{ij})_b}
\]
There is no factor \(\tfrac12\), because each directed edge belongs to one atomic energy.

For the pressure take \(\varepsilon_{ab}=\eta\,\delta_{ab}\). Then \(\delta E=-\eta\,\mathrm{tr}\,W\). The volume becomes \((1+\eta)^3V\), so \(\delta V=3V\eta\) to first order, and
\[
P_{\rm pot}=-\frac{\delta E}{\delta V}=\frac{\mathrm{tr}\,W}{3V}.
\]
With tensile stress positive, the potential stress is \(\sigma_{ab}=-W_{ab}/V\). An edge whose energy falls as it lengthens has \(\mathbf g_{ij}\cdot\mathbf r_{ij}<0\) and contributes positive pressure.

**The pair limit.** Let \(U_i=\tfrac12\sum_j u(r_{ij})\). Then \(\mathbf g_{ij}=\tfrac12u'(r_{ij})\,\mathbf r_{ij}/r_{ij}\), and
\[
W_{ab}=-\frac12\sum_i\sum_j\frac{u'(r_{ij})}{r_{ij}}(r_{ij})_a(r_{ij})_b .
\]
Here the factor \(\tfrac12\) comes from sharing the pair energy between two atoms.

## (b) Compare with the sum of positions times forces

*Find the forces, and determine how \(W\) is related to \(\sum_k(F_k)_a(r_k)_b\).*

**Solution.** Moving atom \(k\), with all its images and at fixed cell, changes an edge that starts at \(k\) by \(-\delta\mathbf r_k\) and one that ends at \(k\) by \(+\delta\mathbf r_k\). Since \(\mathbf F_k=-\partial E/\partial\mathbf r_k\),
\[
\mathbf F_k=\sum_{\text{edges }k\to j}\mathbf g_{kj}-\sum_{\text{edges }i\to k}\mathbf g_{ik}.
\]
A self-image edge appears in both sums and cancels. Its vector is a lattice vector, which moving the atom leaves alone but strain changes, so it still contributes to \(W\).

Insert the definition of the edge into the virial:
\[
W_{ab}=-\sum_i\sum_j(g_{ij})_a(r_j-r_i)_b-\sum_i\sum_j(g_{ij})_a(R_n)_b .
\]
In the first sum, collect the terms that contain the position of atom \(k\). Edges starting at \(k\) give \(+(g_{kj})_a(r_k)_b\), and edges ending there give \(-(g_{ik})_a(r_k)_b\). Their total is \((F_k)_a(r_k)_b\), so
\[
W_{ab}=\sum_k(F_k)_a(r_k)_b+C_{ab},\qquad
C_{ab}=-\sum_i\sum_j(g_{ij})_a(R_n)_b .
\]
The cell term \(C\) is minus the derivative of the energy when the lattice vectors are strained and the stored Cartesian positions are held fixed.

Now store atom \(k\) at \(\mathbf r_k+\mathbf L\), with \(\mathbf L\) a lattice vector. The crystal is the same, and the integers on the edges of \(k\) shift so that every edge vector is unchanged. Thus \(W\) and the forces are unchanged, but the position–force sum changes by \((F_k)_aL_b\), and \(C\) by the opposite amount. Unless the forces vanish, neither piece alone is a property of the crystal.

**A case without forces.** Consider a chain with one atom per period \(d\) and energy \(E(d)\) per cell. All edges are self-image edges, so the force is zero, and so is the position–force sum. Strain changes \(d\) by \(\varepsilon d\), hence \(W=-d\,E'(d)\), which vanishes only where \(E'(d)=0\). The virial of a compressed perfect chain resides entirely in the cell term.

## (c) Use rotational invariance

*Show that \(W\) is symmetric although \(\mathbf g_{ij}\) need not lie along \(\mathbf r_{ij}\). State what the transverse part of \(\mathbf g_{ij}\) affects.*

**Solution.** Rotate all edges of atom \(i\) by a small angle vector \(\boldsymbol\omega\), so that \(\delta\mathbf r_{ij}=\boldsymbol\omega\times\mathbf r_{ij}\). Invariance of \(U_i\) requires
\[
0=\sum_j\mathbf g_{ij}\cdot(\boldsymbol\omega\times\mathbf r_{ij})
=\boldsymbol\omega\cdot\sum_j\mathbf r_{ij}\times\mathbf g_{ij}.
\]
Since \(\boldsymbol\omega\) is arbitrary, the last sum is zero. In components,
\[
\sum_j\left[(g_{ij})_a(r_{ij})_b-(g_{ij})_b(r_{ij})_a\right]=0 ,
\]
and summing over \(i\) gives \(W_{ab}=W_{ba}\). The cancellation takes place among the edges of one centre; a single edge term need not be symmetric.

Split \(\mathbf g_{ij}=\mathbf g^{\parallel}_{ij}+\mathbf g^{\perp}_{ij}\) along and across the edge. The trace contains \(\mathbf g_{ij}\cdot\mathbf r_{ij}=\mathbf g^{\parallel}_{ij}\cdot\mathbf r_{ij}\), so the transverse part does not affect the pressure. It does enter the separate tensor components. Dropping it leaves a tensor that is still symmetric, because each radial term is proportional to \((r_{ij})_a(r_{ij})_b\). Symmetry and a correct pressure therefore do not establish that the full stress is correct.

The total \(W\) is fixed by \(E\), but its division among atoms is a choice. An edge term may be assigned to its centre \(i\) or to its neighbour \(j\), with the same total. The argument above makes each atomic tensor symmetric for the first choice; it says nothing of the kind for the second.

## (d) Find the edge gradient of a descriptor network

*For each channel \(c\), a combination of radial function and neighbour species, atom \(i\) has the descriptors \(S_c\), \(|\mathbf A_c|^2\) and \(|T_c|^2\), where*
\[
S_c=\sum_j\phi_c,\qquad \mathbf A_c=\sum_j\phi_c\,\mathbf u,\qquad T_c=\sum_j\phi_c\,\mathbf u\mathbf u^{T}.
\]
*Here \(\phi_c=\phi_c(r_{ij})\), \(\mathbf u=\mathbf r_{ij}/r_{ij}\), and \(|T_c|^2\) is the sum of squared components. A network with one hidden layer maps them to \(U_i\). Derive \(\mathbf g_{ij}\).*

**Solution.** Number the descriptors \(q_d\), with training mean \(\bar q_d\) and scale \(s_d\). The network is
\[
U_i=e_0+\sum_h w_h t_h,\qquad t_h=\tanh\Big(b_h+\sum_d M_{hd}\frac{q_d-\bar q_d}{s_d}\Big),
\]
with constants belonging to the species of atom \(i\). Since the derivative of \(\tanh x\) is \(1-\tanh^2x\),
\[
\frac{\partial U_i}{\partial q_d}=\frac1{s_d}\sum_h w_h(1-t_h^2)M_{hd}.
\]
Call these derivatives \(\alpha_c,\beta_c,\gamma_c\) for \(S_c\), \(|\mathbf A_c|^2\), \(|T_c|^2\). Then
\[
dU_i=\sum_c\left[\alpha_c\,dS_c+2\beta_c\mathbf A_c\cdot d\mathbf A_c+2\gamma_c\,T_c\!:\!dT_c\right],
\]
where the colon means multiplication component by component and summation. Vary one edge \(\mathbf r\) of length \(r\):
\[
dS_c=\phi_c'dr,\qquad d\mathbf A_c=\phi_c'\mathbf u\,dr+\phi_c\,d\mathbf u,
\]
\[
dT_c=\phi_c'\mathbf u\mathbf u^T dr+\phi_c(d\mathbf u\,\mathbf u^T+\mathbf u\,d\mathbf u^T).
\]
Because \(T_c\) is symmetric, the last bracket contracted with \(T_c\) gives \(2(T_c\mathbf u)\cdot d\mathbf u\). Differentiating \(r^2=\mathbf r\cdot\mathbf r\) and \(\mathbf u=\mathbf r/r\) gives
\[
dr=\mathbf u\cdot d\mathbf r,\qquad d\mathbf u=\frac{d\mathbf r}{r}-\frac{\mathbf r\,dr}{r^2}=\frac{1}{r}(1-\mathbf u\mathbf u^T)\,d\mathbf r .
\]
Collecting the coefficient of \(d\mathbf r\),
\[
\mathbf g_{ij}=\mathbf u\sum_c\phi_c'\left(\alpha_c+2\beta_c\mathbf A_c\cdot\mathbf u+2\gamma_c\mathbf u\cdot T_c\mathbf u\right)
+\frac{1}{r}(1-\mathbf u\mathbf u^T)\mathbf v,
\]
\[
\mathbf v=\sum_c\phi_c\left(2\beta_c\mathbf A_c+4\gamma_cT_c\mathbf u\right).
\]
The first term is radial and the second transverse. If \(U_i\) depends on the \(S_c\) alone, \(\beta_c=\gamma_c=0\) and the gradient is radial. The energy may still be many-body, since \(\alpha_c\) depends on all neighbours through the network.

## (e) Add the kinetic pressure and examine the cutoff

*Complete the thermal pressure for classical nuclei. Then find what goes wrong when a pair energy is cut off abruptly.*

**Solution.** Under the strain, let momenta transform as \(\mathbf p\to(1+\varepsilon)^{-T}\mathbf p\), where \(-T\) denotes the inverse transpose. This keeps the phase-space volume unchanged, since positions and momenta scale by reciprocal determinants. The free energy is \(F=-k_BT\ln Z\), with \(Z\) the phase-space integral of \(e^{-H/k_BT}\), so its strain derivative is the thermal average of that of \(H\). To first order \(\delta p_b=-\sum_a\varepsilon_{ab}p_a\), and the kinetic energy \(K=\sum_i p_i^2/2m_i\) gives
\[
-\frac{\partial K}{\partial\varepsilon_{ab}}=\sum_i\frac{(p_i)_a(p_i)_b}{m_i},\qquad
\left\langle-\frac{\partial K}{\partial\varepsilon_{ab}}\right\rangle=Nk_BT\,\delta_{ab}.
\]
Hence
\[
P=\frac{Nk_BT}{V}+\frac{\langle\mathrm{tr}\,W\rangle}{3V}.
\]

The average includes motion of the centre of mass. In a simulation that holds the total momentum at zero, the kinetic average is \((N-1)k_BT\,\delta_{ab}\), which is 5% smaller for 20 atoms.

For the cutoff, take a pair energy \(u(r)\) that acts only beyond \(r_c\), in a medium of uniform density \(\rho=N/V\). Its energy and the pressure from differentiating it at fixed \(r_c\) and \(N\) are
\[
E_t=\frac{N^2}{2V}\int_{r_c}^\infty4\pi r^2u\,dr,\qquad
P_t=-\frac{dE_t}{dV}=2\pi\rho^2\int_{r_c}^\infty r^2u\,dr .
\]
The edge formula instead gives, after integration by parts for \(r^3u\to0\) at infinity,
\[
P_{\rm edge}=-\frac{2\pi\rho^2}{3}\int_{r_c}^\infty r^3u'\,dr
=\frac{2\pi\rho^2}{3}r_c^3u(r_c)+P_t .
\]
The extra term arises because strain carries pairs across the boundary, where the energy jumps by \(u(r_c)\); the edge gradients do not see this jump. For \(u=-C_6/r^6\),
\[
P_t=-\frac{2\pi\rho^2C_6}{3r_c^3},\qquad P_{\rm edge}=2P_t .
\]
If the energy goes continuously to zero at the cutoff the boundary term is absent, which is why smoothness was assumed in the setting.

The result \(P_t\) belongs to an energy that really starts with a jump at \(r_c\). If the tail instead completes an interaction that is continuous through \(r_c\), the part inside has the opposite jump and the two boundary terms cancel. With edge gradients used inside, the pairs beyond \(r_c\) then contribute \(P_{\rm edge}\), the usual long-range correction to the pressure.

## (f) Evaluate the virial for a telluride cell

*A 20-atom cell, 8 Bi and 12 Te, has edges 1.830, 0.610 and 0.610 nm. It is a rocksalt arrangement with vacant Bi sites and random displacements of 0.015 nm per component. The cutoff is 0.70 nm. Find the pressure and examine parts (a) to (c) numerically.*

**Solution.** The hidden layer of the network was drawn at random and kept fixed; only the output layer was fitted, to total energies of 400 cells. The reference is a model energy, a pair repulsion minus, for each atom, the square root of a sum of bonding terms; it is not an electronic-structure calculation of Bi2Te3. On 100 unseen cells the root-mean-square energy error is 25 meV/atom, against a spread of 74 meV/atom in the energies themselves.

The cell has 872 directed edges. Its two short sides are below the cutoff, so each atom sees four of its own images, 80 self-image edges in all. A rule that keeps one nearest image per pair would miss them, and also more than half of the edges between different atoms.

One short edge shows the arithmetic. From atom 6 to atom 18,
\[
\mathbf r=(-0.0084,-0.2575,-0.0171)\ \text{nm},\quad
\mathbf g=(-0.3088,\,25.1357,-0.5810)\ \text{eV/nm}.
\]
Its term in the trace is
\[
-\mathbf g\cdot\mathbf r=-(0.0026-6.4724+0.0099)\ \text{eV}\approx6.46\ \text{eV}.
\]
The gradient points against the edge, so this compressed contact pushes outward. The transverse part of \(\mathbf g\) is 2.5 eV/nm, a tenth of the radial part, 25.0 eV/nm.

The sum over all edges is
\[
W=\begin{pmatrix}8.751&2.028&-0.942\\2.028&6.575&1.832\\-0.942&1.832&5.210\end{pmatrix}\text{eV},\qquad \mathrm{tr}\,W=20.536\ \text{eV}.
\]
With \(V=0.6809\) nm³,
\[
P_{\rm pot}=\frac{20.536}{3(0.6809)}=10.05\ \text{eV/nm}^3=1.61\ \text{GPa}.
\]
All nine components were tested against central differences of the learned energy under small strains. The largest deviation is \(8\times10^{-8}\) eV here and \(4\times10^{-8}\) eV in a second, sheared cell. Forces agree with energy differences for displaced atoms to \(1\times10^{-8}\) eV/nm.

The position–force sum, read as a pressure, gives 2.03 GPa. The cell term, obtained by straining the lattice vectors at fixed positions, gives −0.42 GPa, and the two add to 1.61 GPa. Now store atom 2, on which the \(x\) force is 36.64 eV/nm, one long cell edge further along \(x\). Part (b) predicts a change in the position–force sum of
\[
\frac{F_xL_x}{3V}=\frac{36.64\times1.830}{3(0.6809)}=32.8\ \text{eV/nm}^3=5.26\ \text{GPa}.
\]
The recomputed sum is indeed 7.29 GPa, while the edge virial still gives 1.61 GPa. The moderate error before relabelling was an accident of the stored coordinates.

A perfect two-atom BiTe rocksalt crystal with lattice constant 0.60 nm is the three-dimensional counterpart of the chain. Its largest force is zero to rounding, about \(10^{-15}\) eV/nm, yet the edge virial gives 5.0 GPa. The network was not trained on this composition, so the number illustrates the identity and does not predict a material property.

Dropping the transverse gradients in the 20-atom cell changes a component of \(W\) by up to 0.79 eV, with the trace unchanged. Assigning edge terms to centres gives atomic tensors symmetric to rounding. Assigning them to neighbours gives asymmetries up to 0.70 eV and alters one third of an atomic trace by as much as 4.3 eV. A map of atomic pressure must therefore state its partition.

## (g) Judge the result as a pressure for a real telluride

*Estimate the effects outside the calculation and decide which digits carry physical meaning.*

**Solution.** The edge formula differentiates the learned energy accurately, but it cannot repair that energy. For this snapshot the reference model gives 1.19 GPa against the learned 1.61 GPa. Over 40 snapshots at the same cell size, each with newly drawn vacant sites and displacements, the root-mean-square difference between learned and reference pressures is 0.72 GPa, not far below the 0.90 GPa spread of the learned pressures. The means, 1.13 and 1.07 GPa, are much closer: their difference is below the statistical uncertainty of about \(0.72/\sqrt{40}=0.11\) GPa. Within this uncertainty this network reproduces the average over cells generated in this way, but it is not reliable for the pressure of one snapshot. The agreement of the means depends on the hidden layer that was drawn: four other random hidden layers, fitted to the same energies with similar energy errors, miss the reference mean by up to 0.24 GPa and give between 1.0 and 2.1 GPa for the snapshot of part (f). Measured against the spread, the pressure error (0.72 of 0.90 GPa) is much larger than the energy error on the unseen cells (25 of 74 meV/atom). The two sets of cells differ, however: the cell size varies in the energy test and is fixed in the pressure test. The relative energy error of the first set therefore cannot be taken as the relative pressure error at fixed size.

At 500 K, with \(\rho=20/0.6809=29.4\) nm⁻³, the kinetic pressure is \(\rho k_BT=0.20\) GPa. Momenta sampled at this temperature and scaled as in part (e) reproduce \(k_BT\) per atom within 0.1% in the average over the three directions; single directions deviate by up to 0.4%, which is the size of the sampling noise. For a rough \(C_6\) of 400 atomic units, or \(2.39\times10^{-4}\) eV nm⁶, a tail energy that starts abruptly at the cutoff has the pressure
\[
P_t=-\frac{2\pi(29.4)^2(2.39\times10^{-4})}{3(0.70)^3}\approx-1.26\ \text{eV/nm}^3=-0.20\ \text{GPa}.
\]
Real dispersion is continuous at \(r_c\), so by part (e) the pairs beyond the cutoff contribute the edge value instead, \(2P_t=-0.40\) GPa. This is about twice the kinetic term and opposite in sign. It is a rough estimate, because it assumes a uniform density beyond the cutoff and leaves out any dispersion missing inside it. That part is not small: with the same \(C_6\), the pairs between 0.36 nm and the cutoff would contribute about −2.5 GPa unless the fitted energy already contains them.

Ge–Sb–Te phase-change alloys crystallise into a rocksalt form with vacancies, which motivates the structure used here. Bi2Te3 is a related telluride, but its stable crystal is layered. The cell's volume of 0.034 nm³ per atom is roughly that of the real compound, and 500 K serves only as an example of an elevated temperature. The randomly chosen vacant sites and displacements are not a thermal ensemble, and the snapshot spread of 0.9 GPa shows how strongly one pressure depends on the snapshot drawn. Real tellurides also break the assumption of finite range: the dispersion tail beyond the cutoff alone moves the pressure by about −0.4 GPa, while long-range electrostatics has not been sized and would need its own strain derivative. The value 1.61 GPa is therefore a precise derivative of this learned model, not a prediction for a memory cell. The numerical output lists the main computed values.

## Numbers as computed

```
atoms: 20 (8 Bi, 12 Te); directed edges: 872
self-image edges: 80
cell edges: 1.830 0.610 0.610 nm; cutoff 0.70 nm
volume: 0.6809 nm^3; per atom 0.0340 nm^3
displacement per component: 0.015 nm
training cells 400, held-out cells 100
descriptors per atom 24, hidden units per species 30
held-out energy error: 24.82 meV/atom
held-out energy spread: 74.29 meV/atom
virial row x: 8.7512 2.0277 -0.9415 eV
virial row y: 2.0277 6.5751 1.8316 eV
virial row z: -0.9415 1.8316 5.2099 eV
virial trace: 20.5361 eV
potential pressure: 10.0528 eV/nm^3
potential pressure: 1.6106 GPa
virial minus strain difference, orthorhombic: 8.3e-08 eV
virial minus strain difference, sheared: 4.2e-08 eV
force minus energy difference: 1.1e-08 eV/nm
sample edge: atom 6 to atom 18
sample edge vector: -0.0084 -0.2575 -0.0171 nm
sample edge gradient: -0.3088 25.1357 -0.5810 eV/nm
its radial part: 25.0187 eV/nm
its transverse part: 2.5093 eV/nm
its term in the trace: 6.4595 eV
largest virial change, transverse dropped: 0.7858 eV
position-force sum as pressure: 2.0308 GPa
missing cell term as pressure: -0.4202 GPa
relabelled atom 2, x force 36.6373 eV/nm
position-force sum after: 7.2892 GPa
edge virial pressure after: 1.6106 GPa
atomic virial asymmetry, by centre: 5.6e-16 eV
atomic virial asymmetry, by neighbour: 0.6964 eV
largest atomic trace/3 gap of partitions: 4.2541 eV
two-atom crystal, largest force: 8.9e-16 eV/nm
two-atom crystal, lattice constant: 0.60 nm
two-atom crystal, pressure: 5.0046 GPa
reference pressure, same snapshot: 1.1855 GPa
40 snapshots, mean learned pressure: 1.1268 GPa
40 snapshots, mean reference pressure: 1.0726 GPa
40 snapshots, spread of learned pressure: 0.8997 GPa
40 snapshots, rms learning error: 0.7165 GPa
kinetic pressure at 500 K: 0.2028 GPa
sampled kinetic virial / kT: 0.9993
rough C6: 400 atomic units = 2.39e-04 eV nm^6
dispersion tail beyond cutoff: -0.2017 GPa
```
